# Choosing an integrating-factor or exponential Runge-Kutta propagator in real-time TDDFT

A molecule is driven by a laser field, and its orbitals are propagated on a real-space grid. The field varies over about one atomic time unit and the valence orbitals are smooth, yet an explicit Runge-Kutta run explodes unless the step is far smaller. Halving the grid spacing makes the allowed step four times smaller still, although the physics has hardly changed. The cause is kinetic energy at wavelengths near the grid spacing. Integrating-factor (IF) and exponential time-differencing (ETD) propagators remove this restriction. The user must then choose between the families, their order and the step.

## What the propagator setting changes

Hartree atomic units are used throughout. On a periodic grid, the Fourier coefficients \(u\) of an orbital \(\psi\) obey

\[
\dot u=Lu+N(u,t),\qquad L=-iT,\quad T=k^2/2,\quad N=-iv\psi .
\]

Here \(v\) is the real, adiabatic Kohn-Sham potential, which depends on the density. \(L\) is diagonal in Fourier space; \(N\) is formed on the grid and transformed back. Multiplying by \(e^{-tL}\) and integrating gives

\[
u(h)=e^{hL}u(0)+\int_0^h e^{(h-s)L}N(s)\,ds .
\]

The kinetic factor is exact on the grid. The families differ in how they approximate the integral.

**IF schemes** define \(w=e^{-tL}u\), the interaction-picture orbital. The two terms containing \(L\) cancel:

\[
\dot w=-e^{-tL}Lu+e^{-tL}(Lu+N)=g(w,t),\qquad
g=e^{-tL}N(e^{tL}w,t).
\]

An ordinary Runge-Kutta method is applied to \(w\), then the result is transformed back. Heun's method gives IF2, with \(n_1=N(u,0)\):

\[
n_2=N\!\left(e^{hL}(u+hn_1),h\right),\qquad
u_1=e^{hL}u+\tfrac h2(e^{hL}n_1+n_2).
\]

Classical RK4 gives IF4. These schemes inherit orders 2 and 4 when \(g\) has bounded derivatives, which requires smooth orbitals and potentials.

**ETD schemes** interpolate \(N\) and integrate the exponential exactly. With \(z=hL\), they need

\[
\varphi_k(z)=\int_0^1e^{(1-\sigma)z}\frac{\sigma^{k-1}}{(k-1)!}d\sigma,
\qquad
\varphi_{k+1}=\frac{\varphi_k-1/k!}{z},\quad \varphi_0=e^z .
\]

The recursion follows by integration by parts. Near \(z=0\) it subtracts almost equal numbers, so a power series should be used there.

Constant \(N\) predicts \(a=e^zu+h\varphi_1n_1\). Linear interpolation between \(n_1\) and \(N(a,h)\) then gives ETD2:

\[
u_1=a+h\varphi_2[N(a,h)-n_1].
\]

For ETD4, the Cox-Matthews scheme, quadratic interpolation at \(\sigma=0,\frac12,1\) uses the polynomials \(1-3\sigma+2\sigma^2\), \(4\sigma-4\sigma^2\) and \(2\sigma^2-\sigma\). Since \(\sigma\) integrates to \(\varphi_2\) and \(\sigma^2\) to \(2\varphi_3\),

\[
\begin{aligned}
u_1=e^zu+h[&(\varphi_1-3\varphi_2+4\varphi_3)n_1\\
&+(2\varphi_2-4\varphi_3)(n_2+n_3)+(4\varphi_3-\varphi_2)n_4].
\end{aligned}
\]

The midpoint weight is shared by two evaluations. With \(E=e^{z/2}\) and \(q=\frac12\varphi_1(z/2)\), the stages are

\[
a=Eu+hqn_1,\quad b=Eu+hqn_2,\quad c=Ea+hq(2n_3-n_1),
\]

where \(n_2,n_3,n_4\) are \(N\) at \(a,b,c\), at times \(h/2,h/2,h\).

## Why ETD4 is fourth order

Let \(J\) be the derivative of \(N\) with respect to the orbital, and let dots denote derivatives along the exact solution. Taylor expansion of the stage integrals gives the stage errors

\[
\begin{aligned}
\delta a&=-\tfrac{h^2}{8}\dot N-\tfrac{h^3}{48}(L\dot N+\ddot N),\\
\delta b&=\tfrac{h^2}{8}\dot N+\tfrac{h^3}{24}(L\dot N+\ddot N)-\tfrac{h^3}{16}J\dot N,\\
\delta c&=-\tfrac{h^3}{24}(L\dot N+\ddot N)+\tfrac{h^3}{8}J\dot N,
\end{aligned}
\]

up to \(O(h^4)\). In \(\delta b\), the last term is \((h/2)J\delta a\). In \(\delta c\), the \(h^2\) part of \(E\delta a\) cancels that of the second half-step, and \(hJ\delta b\) supplies the last term. Thus \(\delta c=-2(\delta a+\delta b)\) at order \(h^3\).

At \(z=0\) the midpoint and endpoint weights are \(1/3\) and \(1/6\). The stage errors therefore contribute

\[
hJ\left[\tfrac13(\delta a+\delta b)+\tfrac16\delta c\right]=O(h^5).
\]

The interpolation error is proportional to \(s(s-h/2)(s-h)\), whose integral vanishes, so it too contributes \(O(h^5)\). The local error is \(O(h^5)\) and the accumulated error \(O(h^4)\). The argument needs bounded \(L\dot N\) and higher terms; rough data can reduce the order.

## Stability when the potential is constant

For a constant \(v\), set \(\theta=hT\) and \(y=hv\). Let \(G\) be the one-step amplification factor. IF multiplies the Runge-Kutta polynomial by a pure phase, so \(|G|\) does not depend on \(\theta\). For IF2, \(|G|^2=(1-y^2/2)^2+y^2=1+y^4/4\): it always grows for \(y\neq0\). For IF4,

\[
|G|^2=\left(1-\frac{y^2}{2}+\frac{y^4}{24}\right)^2+
\left(y-\frac{y^3}{6}\right)^2
=1-\frac{y^6}{72}+\frac{y^8}{576}.
\]

This is at most one for \(|y|\le2\sqrt2\). Plain RK4 has the same polynomial with the whole energy in place of \(v\), so it requires \(h|E|_{\max}\le2\sqrt2\). That is the grid restriction.

For ETD2, insert \(N=-ivu\) and use \(e^z-1=z\varphi_1\) and \(1+z\varphi_2=\varphi_1\):

\[
G=e^z-iy\varphi_1[1+z\varphi_2]-y^2\varphi_1\varphi_2
=e^z-iy\varphi_1^2-y^2\varphi_1\varphi_2 .
\]

Now \(z=-i\theta\). Define \(s=\sin(\theta/2)/(\theta/2)\) and \(c=\cos(\theta/2)\), which is unrelated to the stage \(c\). Then \(\varphi_1=e^{z/2}s\) and \(e^{-z/2}\varphi_2=s/2+i(s-c)/\theta\), so

\[
|G|^2=\left(1-\frac{y^2s^2}{2}\right)^2+
\left(ys^2+\frac{y^2s(s-c)}{\theta}\right)^2 .
\]

As \(\theta\to0\) this returns to Heun's growth, \(1+y^4/4\). For fixed \(\theta\) with \(0<s^2<1\) and sufficiently small \(y\), the leading change is \(-y^2s^2(1-s^2)\), which is damping. The potential phase of a mode is also multiplied by \(s^2\) at first order. ETD2 thus weakens the action of the potential on fast modes, whereas IF keeps its first-order phase.

A position-dependent potential mixes modes, so these factors are diagnostics, not a stability guarantee for Kohn-Sham dynamics.

## Where norm drift comes from

For an IF scheme with Runge-Kutta coefficients \(a_{ij},b_i\), let \(W_i\) be the stage orbitals and \(K_i=g(W_i,t_i)\). Then \(\operatorname{Re}\langle W_i,K_i\rangle=0\), because \(v\) is real at each stage. Expand \(\|w+h\sum_i b_iK_i\|^2\) and substitute \(w=W_i-h\sum_ja_{ij}K_j\) in the linear term:

\[
\Delta\|\psi\|^2=h^2\sum_{ij}(b_ib_j-b_ia_{ij}-b_ja_{ji})
\operatorname{Re}\langle K_i,K_j\rangle .
\]

This holds for the nonlinear, driven equation. For IF2 the diagonal coefficients are \(1/4\) and the off-diagonal ones \(-1/4\), hence

\[
\Delta\|\psi\|^2=\frac{h^2}{4}\|K_2-K_1\|^2\ge0 .
\]

Since \(K_2-K_1=O(h)\), the gain per step is \(O(h^4)\) and the accumulated drift \(O(h^3)\). If \(|v|\le V\) at both stages, a normalized orbital gains at most \((h^2V^2/4)(2+hV)^2\), a bound without the kinetic cutoff.

For IF4, collecting the ten distinct products gives

\[
\begin{aligned}
\Delta\|\psi\|^2=\tfrac{h^2}{36}\big[&\|K_1-K_2-K_3+K_4\|^2+3\|K_3-K_2\|^2\\
&-6\operatorname{Re}\langle K_3-K_2,K_4-K_1\rangle\big].
\end{aligned}
\]

Let \(\eta=\dot K\) at the start of the step. Then \(K_4-K_1=h\eta+O(h^2)\) and \(K_3-K_2=(h^2/4)Dg[\eta]+O(h^3)\). The two squared terms are \(O(h^6)\). Changing the orbital by \(\eta\) also changes the potential, by \(\delta v[\eta]\), so \(Dg[\eta]=-iv\eta-i\,\delta v\,\psi\). Its first part has no real overlap with \(\eta\). The remainder gives

\[
\Delta\|\psi\|^2=\frac{h^5}{24}\int\delta v[\eta]\,
\operatorname{Im}(\psi^*\eta)\,dx+O(h^6),
\]

\[
\eta=-LN+\dot N=-i\dot v\psi+[T,v]\psi-v^2\psi .
\]

The \(h^5\) term is a density-response effect: it vanishes for a prescribed potential.

ETD has no corresponding cancellation. For ETD2, interpolation produces the error \(h^3\ddot N/12\), and the predictor error \(-h^2\dot N/2\) produces \(-h^3J\dot N/4\). Taking twice the real overlap with \(\psi\), and using \(\operatorname{Re}\langle\psi,J\dot N\rangle=-\operatorname{Re}\langle N,\dot N\rangle\), gives

\[
\Delta\|\psi\|^2=h^3\left[
\tfrac16\operatorname{Re}\langle\psi,\ddot N\rangle+
\tfrac12\operatorname{Re}\langle N,\dot N\rangle\right]+O(h^4).
\]

A static, real Hamiltonian is a gentler case. In position space, the one-step map satisfies \(S(-h)=S(h)^*\). An eigenvalue \(\mu(h)\) belonging to a simple energy level therefore obeys \(|\mu(h)|^2=\mu(h)\mu(-h)\), an even function of \(h\). For even order \(p\), the possible \(h^{p+1}\) defect vanishes and \(|\mu|-1=O(h^{p+2})\). On a fixed grid and for small \(h\), the \(O(h^{p+1})\) error of \(S\) acts across eigenvalue gaps of size \(h|E_m-E_n|\), so the eigenvectors of \(S\) differ from the exact ones at \(O(h^p)\). For ETD, whose one-step norm defect is \(O(h^{p+1})\), they can also overlap each other at \(O(h^p)\). In a superposition these overlaps enter the norm through cross terms with phases close to \(e^{-i(E_m-E_n)t}\), so such lower-order norm changes oscillate instead of accumulating. For IF with a prescribed potential the norm balance leaves a one-step defect of only \(O(h^{p+2})\). The overlaps are then \(O(h^{p+1})\) and no lower-order change arises; the IF2 norm never decreases.

## A driven two-electron example

Two electrons in a spin singlet share one orbital on a ring of length 20 bohr with 64 points. Attraction and repulsion use \(1/\sqrt{4+d^2}\), where \(d\) is the chord distance in bohr, and the well has charge 4. Exact exchange cancels half the Hartree potential; correlation is omitted. The ground state is driven for 4 a.u. by a periodic potential of field amplitude 0.30 a.u. and frequency 1.00 a.u.

The largest absolute energy of the ground-state Hamiltonian is 49.81 hartree. Plain RK4 is therefore limited to

\[
h\le\frac{2\sqrt2}{49.81}=0.0568\ \text{a.u.}=1.37\ \text{as}.
\]

At 0.1 a.u. its largest amplification factor is 21 per step. The schemes below are run at steps from 0.0125 to 0.2 a.u., on both sides of this limit.

The orbital errors are norms of the difference from a tightly converged integration on the same grid, including phase; the reference has unit norm. They depend on the zero of energy, and no constant has been subtracted from \(v\) here.

| \(h\) (a.u.) | IF2 | ETD2 | IF4 | ETD4 |
|---|---|---|---|---|
| 0.2 | 3.6e-2 | 2.9e-2 | 2.5e-4 | 1.8e-4 |
| 0.1 | 4.4e-3 | 4.2e-3 | 2.0e-5 | 1.4e-5 |
| 0.0125 | 5.3e-5 | 6.3e-5 | 5.8e-9 | 4.3e-9 |

Between the two finest steps the observed orders are 1.93, 1.94, 3.96 and 3.96. Fourth order pays even at modest accuracy. IF4 at 0.1 a.u. uses \(40\times4=160\) potential evaluations; IF2 at 0.0125 a.u. uses \(320\times2=640\) and has a larger error.

Norm drift needs more care. For IF2 its observed order is 3.00, as derived. For IF4 the change in squared norm is \(-6.6\times10^{-8}\) at 0.05 a.u. but \(+1.3\times10^{-9}\) at 0.025 a.u. The apparent order, 5.66, spans a sign change and is not an asymptotic order. Dividing the drifts at 0.1, 0.05, 0.025 and 0.0125 a.u. by \(h^4\) gives \(-0.0380\), \(-0.0105\), \(0.0033\) and \(0.0103\). These lie close to \(0.017-0.55h\), so competing \(h^4\) and \(h^5\) terms describe the data. ETD4 changes sign in the same interval, so its apparent order of 4.02 is no confirmation either.

ETD2 shows an apparent norm order of 3.08 although its local defect permits second-order drift. The three finest values fit \(-0.010h^2+3.8h^3\): the quadratic term is present but small on this trajectory.

The local coefficients were tested separately on a chirped Gaussian orbital. The IF4 coefficient of \(h^5\) is \(-0.00759\) a.u. from both the formula and direct steps; freezing the potential reduces its magnitude to about \(7\times10^{-6}\) a.u. For ETD4 freezing changes the coefficient from \(-0.0061\) to \(-0.0023\) a.u., so it does not vanish. The ETD2 coefficient of \(h^3\) is 0.0878 a.u. by formula and 0.0877 a.u. by direct steps.

## Choosing the scheme and the step

**Start with a fourth-order scheme.** In this example ETD4 has about 27% less orbital error than IF4 at the finest step, for the same number of potential evaluations. That margin belongs to this model and to the unshifted potential; with the energy shift described next it is about 21%. IF4 needs only exponentials and has the explicit norm balance above.

**For motion near a stationary state, consider ETD with an energy shift.** Subtracting the orbital energy \(\varepsilon\) from \(v\) changes only a global phase in the exact dynamics. A stationary orbital then satisfies \(N=-Lu\), so the first ETD stage is \(e^zu-z\varphi_1u=u\). The later stages and the final update reproduce \(u\) in the same way. After one step of 0.2 a.u., ETD4 changes the ground orbital by \(3\times10^{-15}\), which is rounding error, and IF4 by \(9\times10^{-7}\). The shift also helps IF, and it helps under strong driving: in the driven example at 0.1 a.u. it lowers the IF4 and ETD4 errors to \(4.1\times10^{-7}\) and \(3.2\times10^{-7}\), more than 40 times below the unshifted values in the table.

**Set the step by halving it, not by watching the norm.** At 0.025 a.u. the IF4 orbital error is \(9.1\times10^{-8}\), about 70 times its squared-norm defect. The ratio is that large because this step lies near the sign change of the drift; it is about 5, 21 and 23 at 0.1, 0.05 and 0.0125 a.u. A small norm defect does not certify the phase or the density. Renormalization removes the visible defect but not those errors.

**Check long runs separately.** With the ground-state potential frozen, the largest eigenvalue modulus of IF4 at 0.1 a.u. exceeds one by \(5.2\times10^{-8}\), even though the constant-potential formula predicts damping. Mode mixing matters. The fastest-growing component would take \(0.1/(5.2\times10^{-8})\approx1.9\times10^6\) a.u., or about 46 ps, to grow by a factor \(e\). At 0.4 a.u. the excess is \(1.27\times10^{-4}\), and the time falls to about 3100 a.u., or 76 fs. These values are for the unshifted potential. Without the shift, ETD4 on this 64-point grid has no growing eigenvector at 0.1 or 0.2 a.u., but it has growing eigenvectors at 0.4 a.u. With the energy shift recommended above, it already has growing eigenvectors at the smaller steps: the largest modulus exceeds one by \(7.0\times10^{-9}\) at 0.1 a.u. and by \(4.3\times10^{-7}\) at 0.2 a.u. For the fourth-order schemes in this example, the shift improves accuracy, but not long-run stability.

These growth times belong to this grid. At 0.1 a.u. the IF4 excess rises to about \(1\times10^{-6}\) with 128 points and \(1\times10^{-5}\) with 256, and ETD4 acquires an excess of about \(5\times10^{-7}\) with 128 points. They were also computed for a frozen potential, and need not hold when the potential changes with the density. For a new system, repeat the run with half the step over the full time of interest, and compare the observable as well as the norm. The numerical output gives the remaining values.

## Calculated quantities

```
Ring length: 20.0 bohr; grid points: 64
Softening: 2.0 bohr; well charge: 4.0 e
Field: 0.30 a.u.; frequency: 1.00 a.u.
Final time: 4.00 a.u.
Largest kinetic energy: 50.5324 hartree
Ground orbital energy: -1.278209 hartree
Ground KS potential min, max: -1.5468 -0.4475 hartree
Column order in all method rows: IF2 ETD2 IF4 ETD4
Stationary orbital change, one step 0.2 a.u.: 2.385e-04 3.383e-15 9.459e-07 3.391e-15
Reference norm^2 - 1: -2.4e-15
Driven change of orbital density: 0.6800
Orbital error, h=0.2 a.u.: 3.585e-02 2.931e-02 2.521e-04 1.828e-04
Orbital error, h=0.1 a.u.: 4.444e-03 4.228e-03 1.980e-05 1.439e-05
Orbital error, h=0.05 a.u.: 8.106e-04 9.330e-04 1.382e-06 1.008e-06
Orbital error, h=0.025 a.u.: 2.032e-04 2.430e-04 9.101e-08 6.649e-08
Orbital error, h=0.0125 a.u.: 5.344e-05 6.338e-05 5.836e-09 4.268e-09
Norm^2 - 1, h=0.2 a.u.: 3.524e-02 2.868e-02 -1.462e-04 -1.074e-04
Norm^2 - 1, h=0.1 a.u.: 4.553e-03 3.654e-03 -3.797e-06 -2.623e-06
Norm^2 - 1, h=0.05 a.u.: 5.733e-04 4.473e-04 -6.559e-08 -3.314e-08
Norm^2 - 1, h=0.025 a.u.: 7.178e-05 5.277e-05 1.301e-09 2.037e-09
Norm^2 - 1, h=0.0125 a.u.: 8.975e-06 5.790e-06 2.503e-10 2.558e-10
Observed error order, finest pair: 1.927 1.939 3.963 3.962
Observed norm-drift order, 0.05 to 0.025: 2.998 3.083 5.656 4.024
IF2 one-step norm gain, direct and balance: 1.784806e-03 1.784806e-03
IF4 one-step norm gain, direct and balance: -1.018266e-05 -1.018266e-05
IF4 h^5 norm coefficient, formula: -0.007588 a.u.
IF4 h^5 norm coefficient, measured: -0.007588 a.u.
IF4 same coefficient, frozen potential: -6.51e-06 a.u.
ETD4 h^5 coefficient, KS and frozen: -0.00612 -0.00226 a.u.
ETD2 h^3 norm coefficient, formula: 0.087751 a.u.
ETD2 h^3 norm coefficient, measured: 0.087682 a.u.
IF2 h^3 norm coefficient, measured: 7.34e-06 a.u.
Ground eigenvalue modulus - 1, h=0.08 a.u.: 2.141e-05 1.898e-05 -1.699e-08 -1.282e-08
Ground eigenvalue modulus - 1, h=0.04 a.u.: 1.338e-06 1.186e-06 -2.659e-10 -2.005e-10
Order of this one-step defect: 4.000 4.000 5.997 5.998
Largest |energy| on grid: 49.81086 hartree
Plain RK4 step limit: 0.056783 a.u. = 1.3735 as
Plain RK4 radius at 0.99, 1.01 limit: 1.00000000 1.073185
Plain RK4 radius, h=0.1 a.u.: 21.1372
Spectral radius - 1, h=0.1 a.u.: 5.228e-05 4.634e-05 5.219e-08 -1.078e-10
Spectral radius - 1, h=0.2 a.u.: 8.368e-04 7.409e-04 2.959e-06 -6.422e-09
Spectral radius - 1, h=0.4 a.u.: 1.329e-02 1.177e-02 1.272e-04 1.156e-05
Largest scalar |G| - 1, hv=-0.2: 2.000e-04 1.931e-04 -4.422e-07 1.095e-06
Largest scalar |G| - 1, hv=0.2: 2.000e-04 2.650e-04 -4.422e-07 6.857e-06
```
